**Averaged and spin-orbit parts of a j-dependent pseudopotential**

For potentials V₊ and V₋ acting on j = l + 1/2 and j = l − 1/2, the program tests V₊P₊ + V₋P₋ = A + ξ **l·s**, with A = ((l+1)V₊ + lV₋)/(2l+1) and ξ = 2(V₊ − V₋)/(2l+1). Here P± are the projectors on the two j values, **l** is the orbital angular momentum and **s** = **σ**/2 is the spin. The program asserts the identity for l = 0 to 4 with projectors obtained by diagonalizing j² and with random radial matrices, and it asserts that A is half the spin trace. It also asserts that the spin-orbit expectation value vanishes for real orbitals, and that the angular kernels agree with explicit sums of spinor harmonics for l = 1 to 4. For a model p electron, the decomposed Hamiltonian reproduces the separate j levels, −0.174359 hartree (twice) and −0.162384 hartree (four times). The averaged potential alone gives −0.166115 hartree, which is 0.00026 hartree above the weighted centroid, and the assertions confirm that this gap scales as the square of ξ when the coupling is small. A 12-point angular rule applied to a trial spinor reproduces the direct action of the two j potentials, with a local energy contribution of −0.262335 hartree at the chosen point.

## Numerical verification

```python
"""
Result under test, for a pseudopotential that depends on l and j = l +- 1/2:
    V+ P+ + V- P- = A + xi l.s      (inside the subspace of fixed l)
    A  = ((l + 1) V+ + l V-) / (2l + 1)     averaged, spin-free term
    xi = 2 (V+ - V-) / (2l + 1)             factor of the spin-orbit term
P+ and P- project on j = l + 1/2 and j = l - 1/2; s = sigma/2.
Hartree atomic units. Also tested: the angular kernels used in quantum Monte
Carlo, and the energies of one p electron in a model pseudopotential.
"""
import numpy as np
from math import factorial
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import erf, eval_genlaguerre, gammaln, lpmv

rng = np.random.default_rng(7)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def split(l, v_plus, v_minus):
    """Averaged term and spin-orbit factor from the two j potentials."""
    average = ((l + 1) * v_plus + l * v_minus) / (2 * l + 1)
    return average, 2 * (v_plus - v_minus) / (2 * l + 1)


def angular_momentum(j):
    """Matrices of the x, y, z components; m runs from j down to -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return [(raising + lowering) / 2 + 0j, (raising - lowering) / 2j,
            np.diag(m) + 0j]


SPIN = angular_momentum(0.5)


def l_dot_s(l):
    return sum(np.kron(a, b) for a, b in zip(angular_momentum(l), SPIN))


# ---- Operator identity, with projectors from diagonalizing j squared ----
identity_error = trace_error = real_orbital_error = 0.0
for l in range(5):
    dim = 2 * l + 1
    orbital = angular_momentum(l)
    total = [np.kron(a, np.eye(2)) + np.kron(np.eye(dim), b)
             for a, b in zip(orbital, SPIN)]
    j2_values, states = eigh(sum(t @ t for t in total))
    upper = np.abs(j2_values - (l + 0.5) * (l + 1.5)) < 1e-8
    assert upper.sum() == 2 * l + 2 and (~upper).sum() == 2 * l
    p_plus = states[:, upper] @ states[:, upper].conj().T
    p_minus = states[:, ~upper] @ states[:, ~upper].conj().T
    # radial operators: random symmetric matrices that do not commute
    vp, vm = [(q + q.T) / 2 for q in rng.normal(size=(2, 3, 3))]
    average, xi = split(l, vp, vm)
    direct = np.kron(p_plus, vp) + np.kron(p_minus, vm)
    decomposed = np.kron(np.eye(2 * dim), average) + np.kron(l_dot_s(l), xi)
    identity_error = max(identity_error, np.abs(direct - decomposed).max())
    tensor = direct.reshape(dim, 2, 3, dim, 2, 3)
    half_trace = np.einsum("asrbst->arbt", tensor).reshape(3 * dim, 3 * dim) / 2
    trace_error = max(trace_error, np.abs(
        half_trace - np.kron(np.eye(dim), average)).max())
    # real spatial orbital: c(-m) = (-1)^m conj(c(m)), times any fixed spinor
    c = np.zeros(dim, complex)
    c[l] = rng.normal()
    for m in range(1, l + 1):
        c[l - m] = rng.normal() + 1j * rng.normal()
        c[l + m] = (-1) ** m * np.conj(c[l - m])
    chi = rng.normal(size=2) + 1j * rng.normal(size=2)
    state = np.kron(c / np.linalg.norm(c), chi / np.linalg.norm(chi))
    real_orbital_error = max(real_orbital_error,
                             abs(np.vdot(state, l_dot_s(l) @ state)))
assert identity_error < 1e-11
assert trace_error < 1e-11
assert real_orbital_error < 1e-11
complex_orbital_value = l_dot_s(1)[0, 0].real   # m = 1, spin up
assert abs(complex_orbital_value) > 0.1


# ---- Angular kernels against explicit sums of spinor harmonics ----
def harmonic(l, m, n):
    if abs(m) > l:
        return 0.0
    if m < 0:
        return (-1) ** m * np.conj(harmonic(l, -m, n))
    norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                   * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, n[2]) * np.exp(1j * m * np.arctan2(n[1], n[0]))


def spinor_harmonic(l, sign, mj, n):
    """Two-component state with j = l + sign/2 and projection mj."""
    up = np.sqrt((l + sign * mj + 0.5) / (2 * l + 1))
    down = np.sqrt((l - sign * mj + 0.5) / (2 * l + 1))
    return np.array([sign * up * harmonic(l, int(round(mj - 0.5)), n),
                     down * harmonic(l, int(round(mj + 0.5)), n)])


def kernels(l, n, n2):
    """Angular kernels of P_l and of P_l l.s, as 2 x 2 spin matrices."""
    poly = Legendre.basis(l)
    x = n @ n2
    cross = np.cross(n, n2)
    front = (2 * l + 1) / (4 * np.pi)
    spin_part = sum(cross[i] * SPIN[i] for i in range(3))
    return front * poly(x) * np.eye(2), -1j * front * poly.deriv()(x) * spin_part


kernel_error = 0.0
for l in range(1, 5):
    n, n2 = [v / np.linalg.norm(v) for v in rng.normal(size=(2, 3))]
    vp, vm = rng.normal(size=2)
    explicit = np.zeros((2, 2), complex)
    for sign, value in ((1, vp), (-1, vm)):
        j = l + sign / 2
        for mj in np.arange(-j, j + 0.5):
            explicit += value * np.outer(spinor_harmonic(l, sign, mj, n),
                                         spinor_harmonic(l, sign, mj, n2).conj())
    average, xi = split(l, vp, vm)
    k_av, k_so = kernels(l, n, n2)
    kernel_error = max(kernel_error,
                       np.abs(explicit - average * k_av - xi * k_so).max())
assert kernel_error < 1e-11

# ---- Model: one p electron; strengths in hartree, lengths in bohr ----
L = 1
C_PLUS, C_MINUS, CORE_LENGTH = -1.00, -1.15, 1.0
C_AV, C_SO = split(L, C_PLUS, C_MINUS)


def radial_matrices(n_basis, beta):
    """Kinetic, Coulomb, local and Gaussian matrices, orthonormal basis."""
    nodes, weights = leggauss(700)
    r = 60 * (nodes + 1)
    w = 60 * weights
    x = 2 * beta * r
    u, du = [], []
    for k in range(n_basis):
        norm = np.exp(0.5 * (np.log(2 * beta) + gammaln(k + 1)
                             - gammaln(k + 2 * L + 3)))
        lag = eval_genlaguerre(k, 2 * L + 2, x)
        dlag = -eval_genlaguerre(k - 1, 2 * L + 3, x) if k else 0 * x
        envelope = norm * np.exp(-x / 2)
        u.append(envelope * x ** (L + 1) * lag)
        du.append(2 * beta * envelope * (
            ((L + 1) * x ** L - x ** (L + 1) / 2) * lag + x ** (L + 1) * dlag))
    u, du = np.array(u), np.array(du)
    assert np.abs((u * w) @ u.T - np.eye(n_basis)).max() < 1e-8
    kinetic = 0.5 * (du * w) @ du.T + (u * (w * L * (L + 1) / (2 * r**2))) @ u.T
    coulomb = -(u * (w / r)) @ u.T
    local = -(u * (w * erf(r / CORE_LENGTH) / r)) @ u.T
    gaussian = (u * (w * np.exp(-r**2 / 2))) @ u.T
    return kinetic, coulomb, local, gaussian


kinetic, coulomb, local, gaussian = radial_matrices(40, 1.0)
hydrogen_2p = eigh(kinetic + coulomb, eigvals_only=True)[0]
assert abs(hydrogen_2p + 0.125) < 1e-8


def energy(strength):
    return eigh(kinetic + local + strength * gaussian, eigvals_only=True)[0]


e_plus, e_minus, e_av = energy(C_PLUS), energy(C_MINUS), energy(C_AV)
e_equal = energy((C_PLUS + C_MINUS) / 2)
t_small, _, loc_small, g_small = radial_matrices(30, 1.0)
basis_change = abs(eigh(t_small + loc_small + C_MINUS * g_small,
                        eigvals_only=True)[0] - e_minus)
assert basis_change < 1e-6

# Decomposed Hamiltonian in the full product space of m, spin and radius
full = (np.kron(np.eye(6), kinetic + local + C_AV * gaussian)
        + np.kron(l_dot_s(L), C_SO * gaussian))
levels = eigh(full, eigvals_only=True)[:6]
level_error = np.abs(levels - np.array([e_minus] * 2 + [e_plus] * 4)).max()
assert level_error < 1e-9

vector = eigh(kinetic + local + C_AV * gaussian)[1][:, 0]
mean_gaussian = vector @ gaussian @ vector
mean_xi = C_SO * mean_gaussian
first_plus = e_av + L * mean_xi / 2
first_minus = e_av - (L + 1) * mean_xi / 2
splitting = e_plus - e_minus
first_splitting = first_plus - first_minus
centroid = ((L + 1) * e_plus + L * e_minus) / (2 * L + 1)
assert centroid < e_av
assert abs(e_av - centroid) < abs(e_equal - centroid)


def second_order_errors(scale):
    """Errors with the j difference scaled and the average held fixed."""
    ep = energy(C_AV + scale * (C_PLUS - C_AV))
    em = energy(C_AV + scale * (C_MINUS - C_AV))
    gap = e_av - ((L + 1) * ep + L * em) / (2 * L + 1)
    return np.array([gap, ep - em - scale * first_splitting])


gap_ratio, split_ratio = second_order_errors(0.1) / second_order_errors(0.05)
assert abs(gap_ratio - 4) < 0.1 and abs(split_ratio - 4) < 0.1

# ---- Action on a trial spinor by a 12-point angular rule ----
golden = (1 + np.sqrt(5)) / 2
vertices = np.array([np.roll([0, a, b * golden], shift)
                     for shift in range(3) for a in (-1, 1) for b in (-1, 1)])
vertices = vertices / np.linalg.norm(vertices[0])
RADIUS, THETA, PHI = 1.0, 1.0, 0.5
point = np.array([np.sin(THETA) * np.cos(PHI), np.sin(THETA) * np.sin(PHI),
                  np.cos(THETA)])
# (l, sign of j - l): coefficient; all parts have mj = 1/2
PARTS = {(0, 1): 1.0, (1, -1): 0.6, (1, 1): 0.5, (2, 1): 0.3}


def trial(n):
    return sum(c * spinor_harmonic(l, sign, 0.5, n)
               for (l, sign), c in PARTS.items())


w_plus, w_minus = [c * np.exp(-RADIUS**2 / 2) for c in (C_PLUS, C_MINUS)]
w_av, w_so = split(L, w_plus, w_minus)
action_av = np.zeros(2, complex)
action_so = np.zeros(2, complex)
for vertex in vertices:
    k_av, k_so = kernels(L, point, vertex)
    action_av += 4 * np.pi / 12 * w_av * k_av @ trial(vertex)
    action_so += 4 * np.pi / 12 * w_so * k_so @ trial(vertex)
expected = (w_plus * PARTS[1, 1] * spinor_harmonic(1, 1, 0.5, point)
            + w_minus * PARTS[1, -1] * spinor_harmonic(1, -1, 0.5, point))
action_error = np.abs(action_av + action_so - expected).max()
assert action_error < 1e-12
psi = trial(point)
density = np.vdot(psi, psi).real
local_av = np.vdot(psi, action_av) / density
local_so = np.vdot(psi, action_so) / density
local_direct = np.vdot(psi, expected) / density

# ---- Output ----
print("Tests of the identities (largest absolute errors)")
print(f"operator identity, l = 0..4: {identity_error:.1e}")
print(f"half spin trace = averaged term: {trace_error:.1e}")
print(f"<l.s> for real orbitals: {real_orbital_error:.1e}")
print(f"<l.s> for m = 1, spin up: {complex_orbital_value:.2f}")
print(f"angular kernels, l = 1..4: {kernel_error:.1e}")
print("Model p electron")
print(f"core length a: {CORE_LENGTH:.2f} bohr")
print(f"strength C+ (j = 3/2): {C_PLUS:.2f} hartree")
print(f"strength C- (j = 1/2): {C_MINUS:.2f} hartree")
print(f"averaged strength: {C_AV:.4f} hartree")
print(f"spin-orbit strength: {C_SO:.4f} hartree")
print(f"E+ (j = 3/2): {e_plus:.6f} hartree")
print(f"E- (j = 1/2): {e_minus:.6f} hartree")
print("six levels of decomposed H (hartree):")
print("  " + " ".join(f"{e:.6f}" for e in levels))
print(f"largest level difference: {level_error:.1e} hartree")
print(f"E_A, averaged potential only: {e_av:.6f} hartree")
print(f"<exp(-r^2/2)> in that state: {mean_gaussian:.6f}")
print(f"<xi> in that state: {mean_xi:.6f} hartree")
print(f"first-order E+: {first_plus:.6f} hartree")
print(f"first-order E-: {first_minus:.6f} hartree")
print(f"splitting E+ - E-: {splitting:.6f} hartree")
print(f"splitting E+ - E-: {splitting * HARTREE_EV:.4f} eV")
print(f"first-order splitting: {first_splitting:.6f} hartree")
print(f"weighted centroid of E+, E-: {centroid:.6f} hartree")
print(f"E_A - centroid: {e_av - centroid:.6f} hartree")
print(f"E with equal-weight mean potential: {e_equal:.6f} hartree")
print(f"that E - centroid: {e_equal - centroid:.6f} hartree")
print(f"centroid gap, ratio on halving xi: {gap_ratio:.3f}")
print(f"splitting error, ratio on halving xi: {split_ratio:.3f}")
print(f"basis change 30 to 40 functions, E-: {basis_change:.1e} hartree")
print("Trial spinor and 12-point angular rule")
print(f"r = {RADIUS:.1f} bohr, theta = {THETA:.1f} rad, phi = {PHI:.1f} rad")
print("coefficients s1/2, p1/2, p3/2, d5/2: "
      + ", ".join(f"{c:.1f}" for c in PARTS.values()))
print(f"W+ and W- at r: {w_plus:.6f}, {w_minus:.6f} hartree")
print(f"averaged term and xi at r: {w_av:.6f}, {w_so:.6f} hartree")
print(f"spinor, up: {psi[0].real:.6f} {psi[0].imag:+.6f}i")
print(f"spinor, down: {psi[1].real:.6f} {psi[1].imag:+.6f}i")
print(f"local energy, averaged part: {local_av.real:.6f} hartree")
print(f"local energy, spin-orbit part: {local_so.real:.6f} hartree")
print(f"sum of both parts: {(local_av + local_so).real:.6f} hartree")
print(f"direct from W+ and W-: {local_direct.real:.6f} hartree")
print(f"imaginary part of the sum: {abs((local_av + local_so).imag):.1e} hartree")
print(f"largest error of the action: {action_error:.1e} hartree")
print("tests ok")
```

Running it gives:

```
Tests of the identities (largest absolute errors)
operator identity, l = 0..4: 4.4e-16
half spin trace = averaged term: 2.3e-16
<l.s> for real orbitals: 7.9e-17
<l.s> for m = 1, spin up: 0.50
angular kernels, l = 1..4: 1.8e-16
Model p electron
core length a: 1.00 bohr
strength C+ (j = 3/2): -1.00 hartree
strength C- (j = 1/2): -1.15 hartree
averaged strength: -1.0500 hartree
spin-orbit strength: 0.1000 hartree
E+ (j = 3/2): -0.162384 hartree
E- (j = 1/2): -0.174359 hartree
six levels of decomposed H (hartree):
  -0.174359 -0.174359 -0.162384 -0.162384 -0.162384 -0.162384
largest level difference: 1.2e-14 hartree
E_A, averaged potential only: -0.166115 hartree
<exp(-r^2/2)> in that state: 0.077142
<xi> in that state: 0.007714 hartree
first-order E+: -0.162258 hartree
first-order E-: -0.173830 hartree
splitting E+ - E-: 0.011975 hartree
splitting E+ - E-: 0.3258 eV
first-order splitting: 0.011571 hartree
weighted centroid of E+, E-: -0.166376 hartree
E_A - centroid: 0.000260 hartree
E with equal-weight mean potential: -0.168076 hartree
that E - centroid: -0.001701 hartree
centroid gap, ratio on halving xi: 4.003
splitting error, ratio on halving xi: 4.010
basis change 30 to 40 functions, E-: 5.7e-11 hartree
Trial spinor and 12-point angular rule
r = 1.0 bohr, theta = 1.0 rad, phi = 0.5 rad
coefficients s1/2, p1/2, p3/2, d5/2: 1.0, 0.6, 0.5, 0.3
W+ and W- at r: -0.606531, -0.697510 hartree
averaged term and xi at r: -0.636857, 0.060653 hartree
spinor, up: 0.289315 +0.000000i
spinor, down: -0.257125 -0.140468i
local energy, averaged part: -0.266847 hartree
local energy, spin-orbit part: 0.004512 hartree
sum of both parts: -0.262335 hartree
direct from W+ and W-: -0.262335 hartree
imaginary part of the sum: 6.4e-19 hartree
largest error of the action: 3.5e-17 hartree
tests ok
```
